# The Gibbs Adsorption Equation for Dopants and Surfactants on Crystals, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From one adsorption site to the general relation

### Independent sites

Consider a surface with $n_s$ adsorption sites per unit area. Each site is either empty, with energy zero, or holds one solute atom, with energy $-\varepsilon$. The sites do not influence one another. A reservoir at temperature $T$ supplies solute atoms at chemical potential $\mu$. The grand partition sum of one site has two terms,

$$
z=1+e^{(\mu+\varepsilon)/kT},
$$

because the occupied state has energy $-\varepsilon$ and costs the reservoir one atom. Here $k$ is the Boltzmann constant. The grand potential of a site is $-kT\ln z$, so the surface free energy per area is

$$
\gamma=\gamma_0-n_skT\ln z ,
$$

where $\gamma_0$ belongs to the empty surface. Differentiation at fixed $T$ gives

$$
-\frac{d\gamma}{d\mu}
=n_skT\,\frac{1}{z}\,\frac{1}{kT}\,e^{(\mu+\varepsilon)/kT}
=n_s\frac{e^{(\mu+\varepsilon)/kT}}{1+e^{(\mu+\varepsilon)/kT}}
=n_s\theta .
$$

The last fraction is the probability $\theta$ that a site is occupied. The slope of the surface free energy therefore counts the adsorbed atoms. Since $1-\theta=1/z$, the free energy can also be written $\gamma-\gamma_0=n_skT\ln(1-\theta)$. At small coverage this becomes $-n_s\theta kT$: the adsorbed atoms lower $\gamma$ by the pressure of a two-dimensional ideal gas.

In this model the host is inert, and it is obvious which atoms belong to the surface. In a crystal containing solute, both species are present on both sides of the interface. The number of atoms assigned to the surface then depends on where the two bulk phases are taken to end. The general relation needs a count that does not depend on this choice.

### The column and its reversible work

Let a crystal $\alpha$ of host A and solute B meet a vapour $\beta$ at a flat interface. Take a column normal to the interface, with cross-section $\mathcal A$ and height $L$. The crystal orientation and lateral lattice are fixed, as they are for a film clamped to its substrate. Atoms can be exchanged between the phases near the interface, so that crystal layers can be added or removed and each species has one chemical potential throughout the equilibrated region.

At fixed $\mathcal A$, the mechanical work is done along the column normal, against the common normal pressure $P$. For energy $E$, entropy $S$ and atom numbers $N_i$, reversible changes obey

$$
dE=T\,dS-P\mathcal A\,dL+\sum_i\mu_i\,dN_i,\qquad i=A,B. \tag{1}
$$

Now take a piece of one bulk phase, of height $h$. At fixed lateral lattice, multiplying $h$, $S$ and $N_i$ by the same factor $\lambda$ multiplies $E$ by $\lambda$. Differentiating $E(\lambda S,\lambda h,\lambda N_i)=\lambda E(S,h,N_i)$ with respect to $\lambda$, setting $\lambda=1$, and taking the partial derivatives from (1), gives

$$
E=TS-P\mathcal A h+\sum_i\mu_iN_i .
$$

Division by the volume $\mathcal A h$ yields

$$
e=Ts-P+\sum_i\mu_i\rho_i, \tag{2}
$$

where $e$, $s$ and $\rho_i$ are densities of energy, entropy and atoms. The argument uses height as the extensive variable, so it also covers a crystal held under lateral strain.

Applied to a bulk piece of fixed volume, (1) gives $de=T\,ds+\sum_i\mu_i\,d\rho_i$. The full differential of (2) is

$$
de=T\,ds+s\,dT-dP+\sum_i\mu_i\,d\rho_i+\sum_i\rho_i\,d\mu_i .
$$

Subtracting the first expression from the second leaves the Gibbs–Duhem relation

$$
dP=s\,dT+\sum_i\rho_i\,d\mu_i . \tag{3}
$$

It holds in each phase, with that phase's own densities.

### Surface free energy and surface excess

The surface free energy is defined as the excess grand potential per area,

$$
\gamma=\frac{E-TS-\sum_i\mu_iN_i+P\mathcal A L}{\mathcal A}. \tag{4}
$$

By (2), the numerator vanishes for a uniform phase, so $\gamma$ contains the contribution of the interface alone. It is the free-energy cost of creating surface. It differs in general from the surface stress, which measures the work of stretching an existing surface.

Differentiate (4) at fixed $\mathcal A$ and insert (1). The terms in $dS$, $dN_i$ and $dL$ cancel in pairs:

$$
\mathcal A\,d\gamma=-S\,dT-\sum_iN_i\,d\mu_i+\mathcal A L\,dP . \tag{5}
$$

Place a dividing plane that assigns height $L_\alpha$ to the crystal and $L_\beta=L-L_\alpha$ to the vapour. The excesses per area are

$$
\Gamma_i=\frac{N_i}{\mathcal A}-L_\alpha\rho_i^\alpha-L_\beta\rho_i^\beta,
\qquad
s_{\rm ex}=\frac{S}{\mathcal A}-L_\alpha s^\alpha-L_\beta s^\beta .
$$

In (5), write $L\,dP=L_\alpha dP+L_\beta dP$ and use (3) once for each phase. Collecting the coefficients of $dT$ and $d\mu_i$ gives

$$
d\gamma=-s_{\rm ex}\,dT-\Gamma_A\,d\mu_A-\Gamma_B\,d\mu_B. \tag{6}
$$

### Eliminating the host

The three differentials in (6) are not independent. The phases coexist and share the same $P$, so their expressions (3) must agree. With $\Delta\rho_i=\rho_i^\alpha-\rho_i^\beta$, constant temperature requires

$$
\Delta\rho_A\,d\mu_A+\Delta\rho_B\,d\mu_B=0,
\qquad
d\mu_A=-\frac{\Delta\rho_B}{\Delta\rho_A}\,d\mu_B .
$$

Substitution into (6) with $dT=0$ gives the Gibbs adsorption equation in relative form:

$$
\boxed{\;
\Gamma_{\rm rel}\equiv\Gamma_B-\Gamma_A\frac{\Delta\rho_B}{\Delta\rho_A}
=-\left(\frac{\partial\gamma}{\partial\mu_B}\right)_T\;} \tag{7}
$$

The derivative follows the coexistence curve at fixed orientation and lateral lattice: as $\mu_B$ changes, $\mu_A$ and $P$ change with it. Two components in two phases leave two free intensive variables, here $T$ and $\mu_B$, so nothing else has to be held fixed.

To see that the choice of plane is harmless, move it by $\delta$ into the vapour. Then $L_\alpha$ grows by $\delta$, $L_\beta$ shrinks by $\delta$, and $\Gamma_i$ becomes $\Gamma_i-\delta\Delta\rho_i$. The relative excess changes by

$$
-\delta\Delta\rho_B+\delta\Delta\rho_A\frac{\Delta\rho_B}{\Delta\rho_A}=0 .
$$

The choice $\delta=\Gamma_A/\Delta\rho_A$ makes the host excess vanish. Thus $\Gamma_{\rm rel}$ is the solute excess measured from the plane at which the host has no excess. If it is positive, raising $\mu_B$ lowers $\gamma$; if the interface is depleted of solute in this sense, raising $\mu_B$ raises $\gamma$.

### What changes when a condition is relaxed

**Several solutes.** With solutes $j$, coexistence gives $d\mu_A=-\sum_j(\Delta\rho_j/\Delta\rho_A)d\mu_j$ at constant $T$. Each solute then has its own relative excess, and the derivative for one solute is taken with the chemical potentials of the others fixed.

**Changing temperature.** Equality of the two pressure differentials now includes $\Delta s\,dT$, where $\Delta s=s^\alpha-s^\beta$. Solving for $d\mu_A$ and substituting in (6) gives

$$
d\gamma=-s_{\rm rel}\,dT-\Gamma_{\rm rel}\,d\mu_B,
\qquad
s_{\rm rel}=s_{\rm ex}-\Gamma_A\frac{\Delta s}{\Delta\rho_A}. \tag{8}
$$

Data taken at different temperatures therefore contain an entropy term as well as the adsorption.

**Changing lateral strain.** Let $\sigma(z)$ be the lateral stress, positive in tension, and $F=\int\sigma\,dz$ its integral over the column. Stretching adds $F\,d\mathcal A$ to (1), and the term $P\mathcal AL$ in (4) adds $PL\,d\mathcal A$. In a uniform phase the same steps give

$$
0=-s\,dT-\sum_i\rho_i\,d\mu_i+dP+(P+\sigma)\frac{d\mathcal A}{\mathcal A}.
$$

Subtracting this relation for heights $L_\alpha$ and $L_\beta$ leaves an added term $\tau\,d\mathcal A$ in $d(\gamma\mathcal A)$, where $\tau=F-L_\alpha\sigma^\alpha-L_\beta\sigma^\beta$ is the surface stress. Since $d(\gamma\mathcal A)=\mathcal A\,d\gamma+\gamma\,d\mathcal A$, and $d\mathcal A/\mathcal A=2d\epsilon$ for equal strain $d\epsilon$ in both directions,

$$
d\gamma=-\Gamma_{\rm rel}\,d\mu_B+2(\tau-\gamma)\,d\epsilon
\qquad(T\ {\rm fixed}). \tag{9}
$$

Here $\tau$ refers to the plane with $\Gamma_A=0$, so that the change of $\mu_A$ contributes nothing further.

**Singular cases.** If $\Delta\rho_A=0$, the host cannot fix the dividing plane and another reference species is needed. If the surface changes abruptly from one structure to another, $\gamma$ can have a kink; each side then has its own slope and its own excess.

### A two-phase example with appreciable vapour

A layered lattice gas shows why the host correction matters. Each site of a simple cubic lattice holds A, B or a vacancy. A site has four neighbours in its layer and one in each adjacent layer. In mean field, layer $i$ has occupations $n_{ki}$, vacancy fraction $v_i=1-n_{Ai}-n_{Bi}$, and grand potential per site

$$
\omega_i=kT\Big(\sum_kn_{ki}\ln n_{ki}+v_i\ln v_i\Big)
-\frac12\sum_{kl}n_{ki}J_{kl}m_{li}-\sum_k\mu_kn_{ki},
$$

with $m_{li}=4n_{li}+n_{l,i+1}+n_{l,i-1}$. Each bond enters the sum over layers twice, which cancels the factor $1/2$ on differentiation. The stationary profile satisfies $kT\ln(n_{ki}/v_i)=\mu_k+\sum_lJ_{kl}m_{li}$.

With the site volume as unit, $P=-\omega$ in a uniform phase and $\gamma=\sum_i(\omega_i+P)$. Because the profile is stationary, its own change does not contribute to $d\gamma$ at first order. What remains at fixed $T$ is $-\sum_{ik}n_{ki}d\mu_k+L\,dP$, which is (5) for this model. The mean-field approximation therefore preserves (7).

The attractions are $J_{AA}=1$, $J_{AB}=0.6$ and $J_{BB}=0.4$, in units of the AA bond, and $kT=0.7$. At $\mu_B=-2.4$ the solid has A and B densities 0.88926 and 0.08974 per site; the vapour has 0.01744 and 0.03819. Hence

$$
\frac{\Delta\rho_B}{\Delta\rho_A}
=\frac{0.08974-0.03819}{0.88926-0.01744}=0.0591 .
$$

With the plane after layer 15, $\Gamma_A=-0.08725$ and $\Gamma_B=0.13319$, so

$$
\Gamma_{\rm rel}=0.13319+0.08725\times0.0591=0.1383 .
$$

With the plane one layer further out, $\Gamma_A=-0.9591$ and $\Gamma_B=0.0816$. The unreduced solute excess has fallen by almost 40%, but $0.0816+0.9591\times0.0591$ is again 0.1383. The central difference of $\gamma$ between $\mu_B=-2.401$ and $-2.399$, with coexistence solved anew at both points, gives 0.138346 atoms per site, equal to the counted value to all six printed decimals.

If $kT$ is raised by the same amount as $\mu_B$, the apparent slope is 0.9016. By (8), the difference $0.9016-0.1383=0.763$ is the relative surface entropy per site in units of $k$. Here it is more than five times the adsorption term.

For a simulation that has two equivalent surfaces, the total excess is divided by $2\mathcal A$. The bulk densities must be read where the profile is flat, and $\mu_A$ must be recomputed whenever $\mu_B$ is changed.

## Part 2. A segregating dopant on a substitutional crystal

### Symbols and results carried over

The host is A and the solute is B. The surface free energy $\gamma$ is the excess grand potential per area, $\Gamma_i$ is an excess number per area, and $\rho_i$ is a bulk density. At constant temperature, orientation and lateral lattice,

$$
\Gamma_{\rm rel}=\Gamma_B-\Gamma_A\frac{\Delta\rho_B}{\Delta\rho_A}
=-\left(\frac{\partial\gamma}{\partial\mu_B}\right)_T ,
$$

with $\Delta\rho_i$ the crystal density minus the vapour density. A change of lateral strain adds $2(\tau-\gamma)d\epsilon$ to $d\gamma$, where $\tau$ is the surface stress.

### Counting on a fixed lattice

Let every crystal site hold A or B. The bulk solute fraction is $x$. The outermost layer has $n_s$ sites per area and solute fraction $\theta$; all deeper layers have fraction $x$. Vapour densities and pressure are neglected.

Choose the dividing plane so that the reference crystal has as many sites as the real one. The surface layer contains $n_s\theta$ solute atoms, where the reference contains $n_sx$. Each additional B replaces an A, so

$$
\Gamma_B=n_s(\theta-x),\qquad \Gamma_A=-n_s(\theta-x).
$$

Without vapour, $\Delta\rho_B/\Delta\rho_A=x/(1-x)$. Therefore

$$
\Gamma_{\rm rel}
=n_s(\theta-x)\left(1+\frac{x}{1-x}\right)
=n_s\frac{\theta-x}{1-x}. \tag{10}
$$

For a dilute dopant that segregates strongly, this is close to $n_s\theta$. In a concentrated alloy the denominator matters.

The slope of the surface free energy with respect to the solute's chemical potential gives a relative excess that does not depend on the dividing plane, and (10) expresses this excess through the surface and bulk fractions of a substitutional crystal. It remains to find how the surface fraction and the free energy depend on the bulk fraction, and to see where the equilibrium result holds for a dopant such as antimony on Si(001).
